Transition time to an ion-ion afterglow in a cold electronegative plasma

**1. Definitions and conventions**

A plasma fills the slab −L < x < L between two walls. It contains singly charged positive ions of density p, singly charged negative ions of density n, and electrons of density n_e. The power has been switched off, and t = 0 is the moment when the electrons have cooled to the ion temperature, so that one temperature T holds for all species. The model assumes that it continues to hold afterwards; part 9 gives the condition for this. The plasma is quasineutral:

p = n + n_e.

The electron fraction is r = n_e/p, with initial value r₀. Then n = (1−r)p.

Electrons attach to the neutral gas at a constant frequency ν. Ion-ion recombination, detachment and residual ionization are left out; recombination and detachment are examined in part 9. The constant diffusivities are D₊, D₋ and D_e, with D_e > D₋. The mobilities follow from the Einstein relation, μ_j = eD_j/(k_BT), where e is the elementary charge. A prime denotes ∂/∂x. With u = eE/(k_BT), where E is the electric field, the particle fluxes are

Γ₊ = −D₊(p′ − p u)
Γ₋ = −D₋(n′ + n u)
Γ_e = −D_e(n_e′ + n_e u).

The sign of the drift term follows the sign of the charge. Particle conservation reads

∂p/∂t = −Γ₊′
∂n/∂t = −Γ₋′ + νn_e
∂n_e/∂t = −Γ_e′ − νn_e.

All densities vanish at the walls. This is the usual diffusion boundary condition, and it needs mean free paths much shorter than L.

**2. The field that keeps the plasma neutral**

Subtract the second and third conservation laws from the first. The attachment terms cancel, and since p − n − n_e = 0 at all times,

(Γ₊ − Γ₋ − Γ_e)′ = 0.

The net flux of charge is therefore uniform in x. By symmetry it vanishes at x = 0, so it vanishes everywhere:

−D₊(p′ − p u) + D₋(n′ + n u) + D_e(n_e′ + n_e u) = 0.

Collecting the terms with u gives

u = (D₊p′ − D₋n′ − D_e n_e′)/(D₊p + D₋n + D_e n_e).

The field is thus set by the local densities and their gradients. While electrons are plentiful, their large diffusivity dominates and u ≈ −n_e′/n_e. This is the Boltzmann field of the electrons, and it points from the centre to the wall. It holds back negative ions as well as electrons.

**3. A common profile and its field**

Let all species start with the same shape,

p = P(t) cos kx, n = (1−r)P cos kx, n_e = rP cos kx, k = π/(2L),

where r depends on time alone. Let g = p′/p = −k tan kx. Every density has this same logarithmic gradient, so the factor P cos kx cancels in u:

u = g[D₊ − D₋(1−r) − D_e r]/σ,
σ = D₊ + D₋(1−r) + D_e r.

Write u = −Fg. The number F measures the field in units of the electron Boltzmann field. Since D₋(1−r) + D_e r = σ − D₊,

F = (σ − 2D₊)/σ = 1 − 2D₊/σ.

Next, group the terms of σ by powers of r:

σ = (D₊ + D₋) + (D_e − D₋)r = (D_e − D₋)(r* + r),

r* = (D₊ + D₋)/(D_e − D₋).

Because D₊ + D₋ = (D_e − D₋)r*, the field factor obeys

1 − F = [2D₊/(D₊ + D₋)] · r*/(r* + r).

Inserting u = −Fg in the fluxes, and using n g = n′ and its analogues, gives

Γ₊ = −D₊(1+F)p′
Γ₋ = −D₋(1−F)n′
Γ_e = −D_e(1−F)n_e′.

Each flux is a gradient times a factor independent of x. The second derivative of cos kx is −κ cos kx, with κ = k² = (π/2L)². The cosine therefore solves the conservation laws at all later times, and the three partial differential equations reduce to ordinary ones without further approximation.

**4. Collapse of the confining potential**

The potential drop from the centre to x is the integral of E = −F(k_BT/e)g:

V(0) − V(x) = F (k_BT/e) ln[1/cos kx].

For r ≫ r* the factor F is close to 1. The field then almost cancels the diffusion of the negative ions, and they are trapped. As r → 0 the field factor tends to its ion-ion value,

F₀ = (D₋ − D₊)/(D₋ + D₊),

which vanishes for equal ion diffusivities. What is left is the small field that makes two unequal ion species diffuse together.

The frequency at which negative ions escape to the wall is

κD₋(1−F) = κ[2D₊D₋/(D₊ + D₋)] · r*/(r* + r).

The factor before the dot is the escape frequency in a pure ion-ion plasma. At r = r* the escape frequency has reached half of that value, and F lies halfway between 1 and F₀. This gives a natural definition of the transition:

r(t*) = r*.

It is a convention within a continuous change. Its physical content is that electrons stop controlling the field when their fraction is comparable with the ratio of ion to electron diffusivity. They are by then a very small part of the negative charge.

**5. The equation for the electron fraction**

Let N_e = rP be the electron amplitude. The conservation laws give

(1/P) dP/dt = −κD₊(1+F)
(1/N_e) dN_e/dt = −ν − κD_e(1−F).

The logarithmic rate of r is the second minus the first. Insert 1−F = 2D₊/σ and 1+F = 2[D₋(1−r) + D_e r]/σ:

(1/r) dr/dt = −ν − (2κD₊/σ)[D_e − D₋(1−r) − D_e r].

The bracket equals (D_e − D₋)(1−r), and σ = (D_e − D₋)(r* + r). With

W = 2κD₊,

the result is

dr/dt = −r[ν + W(1−r)/(r* + r)].

The frequency W is the wall-loss rate of positive ions while electrons control the field: F ≈ 1 then doubles their free diffusion.

For r ≫ r* the equation becomes

dr/dt ≈ −νr − W(1−r).

The wall term does not vanish with r. The trapped negative ions carry almost no current to the wall, so the electrons must match the whole positive-ion flux, however few electrons remain. Their fractional loss rate grows as 1/r, and this reduced equation would bring r to zero in a finite time.

The collapse of the field removes that singularity. For r ≪ r*,

dr/dt ≈ −r(ν + W/r*),

so the last electrons decay exponentially. For D₊ = D₋ the wall part is W/r* = κ(D_e − D₋). This is free electron diffusion, less the decay of the ion density to which r is referred.

**6. The transition time**

Bring the bracket to a common denominator:

ν(r* + r) + W(1−r) = B + Cr,
B = W + νr*, C = ν − W.

This sum is positive for 0 ≤ r ≤ 1, also when C is negative. Separation of variables gives

t = ∫ (s + r*) ds/[s(B + Cs)], from s = r to s = r₀.

Set the integrand equal to a/s + b/(B + Cs). Then

s + r* = a(B + Cs) + bs.

The constant terms give a = r*/B. The terms linear in s give

b = 1 − r*C/B = (W + νr* − νr* + Wr*)/B = W(1+r*)/B.

Both parts integrate to logarithms. At r = r*,

t* = (r*/B) ln(r₀/r*) + [W(1+r*)/(BC)] ln[(B + Cr₀)/(B + Cr*)].

This holds for r₀ > r*. At ν = W the constant C vanishes and B = W(1+r*), so b = 1. The integral of b/B is then elementary:

t* = (r*/B) ln(r₀/r*) + (r₀ − r*)/B.

The ion density at the transition follows from the equation for P. With 1+F = 2 − (1−F),

d ln P/dt = −W + [WD₊/(D₊ + D₋)] r*/(r* + r).

To integrate the last term, change the variable from time to r. The factor r* + r cancels:

∫ dt/(r* + r) = ∫ ds/[s(B + Cs)] = (1/B) ln{r₀(B + Cr)/[r(B + Cr₀)]}.

With p₀ the initial central density,

P = p₀ e^(−Wt) {r₀(B + Cr)/[r(B + Cr₀)]}^m, m = Wr*D₊/[(D₊ + D₋)B].

**7. Limiting cases**

*Very mobile electrons.* Let r* → 0 at fixed ν/W. The first term of t* vanishes as r* ln(1/r*), while B → W. Hence

t* → ln[1 + (ν−W)r₀/W]/(ν−W).

This is the time at which the reduced equation of part 5 reaches r = 0. It requires νr* ≪ W as well as r* ≪ r₀.

*Weak attachment.* If also ν ≪ W(1−r₀), the limit becomes

t* → −ln(1−r₀)/W.

The negative ions are trapped and their number stays fixed, while the positive ions decay as e^(−Wt). The electrons are used up when p has fallen to the initial n, that is, when e^(−Wt) = 1−r₀. An ion-ion plasma can thus form without attachment in the afterglow, provided negative ions were present at its start.

*Attachment faster than ion loss.* If W ≪ νr₀ but still νr* ≪ W,

t* ≈ (1/ν) ln(νr₀/W).

Attachment sets the time scale, and wall loss sets the electron fraction at which the exponential decay is cut off. The gap width and the ion diffusivity enter through the logarithm.

*Very fast attachment.* If νr* ≫ W, then B ≈ νr*, the second term of t* becomes negligible, and

t* ≈ (1/ν) ln(r₀/r*).

The electrons attach before wall loss matters.

**8. A worked example**

Take the round model parameters L = 2.5 cm, k_BT/e = 30 mV, D₊ = 0.020 m²/s, D₋ = 0.025 m²/s, D_e = 50 m²/s, ν = 10⁴ s⁻¹, r₀ = 0.3 and p₀ = 10¹⁶ m⁻³. Then

κ = (π/0.05 m)² = 3948 m⁻²
W = 2 × 3948 × 0.020 = 157.9 s⁻¹
r* = 0.045/49.975 = 9.00 × 10⁻⁴
B = 157.9 + 9.0 = 166.9 s⁻¹
C = 10000 − 157.9 = 9842 s⁻¹.

The first term of t* is

(9.00 × 10⁻⁴/166.9 s⁻¹) × ln(0.3/9.00 × 10⁻⁴) = 31.3 μs.

In the second term the argument of the logarithm is (166.9 + 2952.6)/(166.9 + 8.9) = 17.7, and the term is 276.7 μs. The sum is

t* = 308 μs = 0.308 ms.

The limit of very mobile electrons gives 303 μs, which is 1.7 % below the full result.

Attachment alone would need ln(r₀/r*)/ν = 581 μs to reach the same r*. Wall loss alone, from the full formula with ν = 0, would need 2288 μs. If these were two independent processes with constant rates, their inverse times would add and give 463 μs. The coupled time is shorter because the fractional wall loss is not constant. Any variation with r, rising or falling, would shorten it. Here the loss rises as r falls. Wall loss alone would spend most of its time at large r, and attachment carries r quickly through that range.

The history of r shows this acceleration. The fraction reaches 0.1 at 102 μs, 0.01 at 255 μs and r* at 308 μs. The fractional decay rate of r rises from 1.04 × 10⁴ s⁻¹ at the start to 9.8 × 10⁴ s⁻¹ at t*, where attachment supplies only about a tenth of it. It then tends to ν + W/r* = 1.85 × 10⁵ s⁻¹. A lower threshold would change the time little for this reason: r*/10 is reached at 325 μs, 17 μs after t*. A higher one matters more: 10r* is reached 48 μs before t*.

The potential drop from the centre to x = 0.9L is F × 30 mV × ln[1/cos(0.45π)]. It falls from 55.5 mV at the start to 30.9 mV at t*, and tends to 6.2 mV in the ion-ion plasma. The last value is not zero because D₋ exceeds D₊, so that F₀ = 0.005/0.045 = 0.11.

The electron share of the negative flux at the wall is D_e r/[D_e r + D₋(1−r)]. It is 0.999 at the start and still 0.64 at t*. Electrons therefore carry most of the negative current at the moment defined as the transition, although they make up less than 0.1 % of the negative charge. The two shares become equal at r = D₋/(D_e + D₋) = 5.0 × 10⁻⁴, shortly afterwards.

Without recombination the positive-ion density at t* is 0.954 p₀, so wall loss removes only a small part of the ions before the transition. The central electron density has fallen from 3 × 10¹⁵ m⁻³ to 8.6 × 10¹² m⁻³.

Changing ν alone shows the passage between the limits. For ν = 10² s⁻¹ the full formula gives 2040 μs and the mobile-electron limit 2013 μs. For ν = 10⁵ s⁻¹ they give 49.8 μs and 52.6 μs, so the limit now lies above the full result. Here νr* = 90 s⁻¹ is no longer small beside W. The larger B lowers the second term of t* by more than the first term adds.

**9. Where the result fails**

*Hot electrons.* Suppose the electrons have a temperature T_e > T while r ≫ r*. Their Boltzmann field is then u ≈ −(T_e/T)g, and the negative-ion flux becomes

Γ₋ ≈ −D₋(1 − T_e/T)n′.

It is directed inward. With the common cosine profile it would have to start at the wall, which emits no negative ions. The common profile is therefore not a solution in this stage. The time t* must be counted from the end of electron cooling, with the value of r₀ reached by then.

*Electrons colder than the gas.* Electrons that escape to the wall carry energy away, so collisions must reheat the rest if T_e = T is to persist. Near t* in the example the wall removes electrons at 8.8 × 10⁴ s⁻¹, and the energy exchange must be much faster than this. Elastic collisions are too slow. The chosen D_e implies a collision frequency k_BT/(m_eD_e) ≈ 1.1 × 10⁸ s⁻¹, where m_e is the electron mass. Multiplied by 2m_e/M, with M = 32 atomic mass units for the gas particle, this gives an exchange rate of only about 4 × 10³ s⁻¹. The model therefore needs a molecular gas in which rotational or vibrational exchange is fast enough. Otherwise the electrons cool below T, their Boltzmann field weakens, and the formula for t* no longer applies as it stands.

*Electron collisions.* A constant D_e also leaves out collisions between electrons and ions. At the density and temperature of the example their estimated frequency is about 6 × 10⁷ s⁻¹, more than half of that with the gas. They would lower D_e to between about 30 and 38 m²/s, depending on how the collision rates are averaged over electron speed, and raise r* to between 1.2 × 10⁻³ and 1.5 × 10⁻³. With a constant D_e in this range, t* changes by less than 1 %. The electron mean free path set by the gas is about 1.3 mm. This is short beside L, but within that distance of the wall the diffusion description of the electrons is only rough.

*Space charge.* The field of part 3 implies a charge density

ρ/e = (ε₀/e)E′ = F ε₀k_BTκ/(e² cos² kx).

Quasineutrality with a meaningful n_e requires this to be much smaller than n_e = rP cos kx. At t* in the example the ratio is 4.2 × 10⁻⁴ at the centre. It grows towards the wall as 1/cos³ kx and reaches one at 1.2 mm from the wall, about 5 % of L. Inside that layer quasineutrality no longer fixes the electron density, although the charge density is at first still small beside that of either ion species. The negative-ion flux at the wall can then differ from its quasineutral value, so an escape rate of exactly half the ion-ion value at r* is a property of the quasineutral model. If the same transport equations are solved with Poisson's equation in place of quasineutrality, the integrated electron fraction in the example reaches r* at 307 μs, but the escape rate is then 0.39 of the ion-ion value and reaches half of it at 312 μs. Much closer to the wall, at about 0.1 mm, the charge density becomes comparable with p itself. A space-charge sheath then replaces the quasineutral solution, and the logarithmic divergence of the potential at the wall has no meaning. For a much smaller p₀ the region where n_e is not fixed by quasineutrality would fill a large part of the gap, and the derivation would fail.

*Recombination.* Ion-ion recombination removes p and n in equal numbers and leaves n_e unchanged. It therefore raises r locally and opposes attachment. It also distorts the cosine, since it is quadratic in the densities. The transport equations were solved numerically with a recombination coefficient of 10⁻¹³ m³/s, by finite volumes in x and an implicit method in time. With r taken as the ratio of densities integrated across the gap, r* is reached at 314 μs, a delay of 2 %. The ion density is affected much more: at the centre it has by then fallen by about a quarter.

*Detachment.* A constant detachment frequency ν_d keeps the cosine a solution and adds ν_d(1−r) to dr/dt. The fraction then falls only to the value at which ν_d(1−r) = r[ν + W(1−r)/(r* + r)]. It reaches r* only if ν_d < νr*/(1−r*) + W/2, which is 88 s⁻¹ in the example, about a hundred times smaller than ν. For ν_d = 50 s⁻¹ the time to r* rises to 353 μs. For ν_d = 100 s⁻¹ the fraction settles at 1.3 r*, and for ν_d = 10³ s⁻¹ at about 86 r*, where the negative ions stay trapped. The result therefore does not apply to gases in which atoms or metastable molecules go on detaching electrons in the afterglow, as can happen in oxygen.

*Initial profile.* A discharge need not leave its species with a common shape. The same numerical method, without recombination, was applied to electrons starting as 1 − (x/L)⁴ and negative ions starting as [1 − (x/L)²]², with the same integrated densities as before. The integrated ratio then reaches r* at 329 μs, 7 % later than for the common cosine. This is one case and not a bound. For unequal profiles the escape rate at r = r* need not be half its ion-ion value, because F then varies with position.

*Use in a pulsed discharge.* The power-off interval must exceed the electron cooling time plus t* if negative ions are to reach the wall at a rate near that of an ion-ion plasma. In the example this rate is κ × 2D₊D₋/(D₊ + D₋) = 88 s⁻¹, corresponding to a time of about 11 ms. The confining potential collapses in a fraction of a millisecond, but diffusion empties the gap of negative ions far more slowly. With the recombination coefficient used above, recombination removes negative ions at about 600 s⁻¹ at t*, averaged over the gap, and at about 750 s⁻¹ at the centre. It, and not diffusion, then controls the first part of the ion decay, and most of the ions lost in that part never reach the wall. The condition on the power-off interval is necessary but not sufficient: it presumes a collisional gap, r₀ > r* at the end of cooling, and detachment below the bound given above.

Numbers in the example were calculated in double precision.
